# Grid Errors and Extrapolation of the Exchange Energy in Periodic Calculations, part 2

The exchange energy per cell and spin is \(-I/2\) (atomic units), with \(I=I[A]\) and \(I[F]=\int\frac{d^3p}{(2\pi)^3}\frac{4\pi F}{p^2}\). An \(N\times N\times N\) k grid samples \(A\) at \(\mathbf p=\mathbf q+\mathbf G\), \(\mathbf q=\mathbf k-\mathbf k'\), on the lattice \(\Lambda=\{\sum_i n_i\mathbf b_i/N\}\) of spacing \(h\propto1/N\). The dual lattice is that of the supercell vectors \(\mathbf R\), with supercell volume \(\Omega_s=N^3\Omega\). Primes omit the zero vector. The naive sum is

\[ S_h[A]=\frac{1}{\Omega_s}\sum_{\mathbf p\in\Lambda,\ \mathbf p\neq0}\frac{4\pi A(\mathbf p)}{p^2}. \]

Here \(A\) is the transform of \(a(\mathbf r)\), the cell-averaged exchange hole, and \(A_0=A(0)\) is the number of occupied bands. An auxiliary Gaussian of width \(\alpha\) is subtracted: \(D=A-A_0e^{-\alpha p^2}\), \(I=I[D]+A_0/\sqrt{\pi\alpha}\).

The extrapolation rule gives weight zero to points with all \(n_i\) even (the subgrid \(2\Lambda\), whose half-size supercell has volume \(\Omega_s/8\)) and \(8/7\) to the others:

\[ S_{\rm ext}=\frac{8S_h-S_{2h}}{7}=\frac{8}{7}\,\frac{1}{\Omega_s}\sum_{\mathbf p\notin2\Lambda}\frac{4\pi(\cdots)}{p^2}. \tag{2} \]

It multiplies an error term \(Ch^\nu\) by

\[ \phi_\nu=\frac{8-2^\nu}{7}. \tag{3} \]

For a gapped system with \(a\) axially symmetric about \(z\), apart from penetration (overlap of charge tails with their images),

\[ S_h[D]-I[D]=\frac{c_3}{N^3}+\frac{Q_4T_4}{N^5}+\frac{Q_6T_6}{N^7}+\dots,\qquad c_3=-\frac{4\pi\alpha A_0}{\Omega}+\frac{4\pi\operatorname{tr}M}{3\Omega}+Q_2T_2, \tag{5} \]

\[ S_{\rm ext}-I=-\frac{24}{7}\frac{Q_4T_4}{N^5}-\frac{120}{7}\frac{Q_6T_6}{N^7}-\dots+\frac{8\,\Pi_N-\Pi_{N/2}}{7}. \tag{6} \]

Here \(M_{ab}=\tfrac12\int a\,r_ar_b\,d^3r\), \(Q_l=\int a\,r^lP_l(\cos\theta)\,d^3r\), \(T_l=\sum'P_l(\cos\theta)/R^{l+1}\) over the primitive lattice, \(P_l\) are Legendre polynomials, and \(\Pi_N\) is the penetration sum. In expansions in \(P_l(\cos\gamma)\), \(\gamma\) is the angle between the two vectors.

Without subtraction, \(\alpha\) drops out and the error gains \(A_0\xi/N\), where \(\xi\) is the primitive-lattice Madelung potential, \(\xi/N=\lim[\sum'g/R-\Omega_s^{-1}\int g/r\,d^3r]\). The smooth radial cutoff \(g(\epsilon r)\) has \(g(0)=1\), and \(\epsilon\to0\).

Two patches for the omitted origin are compared with the rule: the \(\alpha\) patch adds \(4\pi\alpha A_0/\Omega_s\) to \(S_h[D]\), and the angular-average patch adds \(4\pi(\alpha A_0-\operatorname{tr}M/3)/\Omega_s\).

## The same statement by degree of singularity

The powers can be read from the integrand. Let \(f_m\) be homogeneous of degree \(m>-3\) and let \(\chi\) be a smooth radial cutoff equal to one near the origin. Write \(\mathbf p=h\mathbf n\) with \(\mathbf n\) on a fixed lattice of cell volume \(w\). Then \(f_m(h\mathbf n)=h^mf_m(\mathbf n)\), and \(\chi(h n)\) plays the part of \(g(\epsilon n)\), so the punctured sum minus the integral is

\[ \frac{h^m}{\Omega_s}Z[f_m],\qquad Z[f_m]=\lim\Big[{\sum_{\mathbf n}}'f_m\,g-\frac1w\int f_m\,g\,d^3n\Big], \tag{7} \]

of order \(h^{m+3}\) because \(\Omega_s\propto h^{-3}\). A term of degree \(m\) is multiplied by \(\phi_{m+3}\), and the terms removed are exactly those of degree zero. If \(f_m\) is a polynomial, \(f_mg\) is smooth, the full sum equals the integral in the limit, and \(Z=-f_m(0)\). Writing \(Z(m)\) for \(f_m=|\mathbf n|^m\), this gives \(Z(0)=-1\), the missing point, and \(Z(2)=0\).

This explains why only one multipole appears at each order of (5). The degree-\(l\) term of \(A\) is \((i^l/l!)\int a\,(\mathbf p\cdot\mathbf r)^l\). Expanding \(\cos^l\gamma\) in \(P_l,P_{l-2},\dots\), each lower piece has the form \(p^lP_{l-2j}=p^{2j}\times(\text{polynomial in }\mathbf p)\), which stays a polynomial after division by \(p^2\) and contributes only through its value at the origin, that is only for \(l=2\). The top piece \(p^lP_l/p^2\) is not a polynomial, has degree \(l-2\), and gives the order \(h^{l+1}\) with coefficient \(Q_l\).

In a metal \(A\) has a cusp. For free electrons \(A\) counts the states \(\mathbf k\) with both \(\mathbf k\) and \(\mathbf k-\mathbf p\) inside the Fermi sphere, and a small shift loses the volume \(\pi k_F^2|\mathbf p|\) out of \(4\pi k_F^3/3\), so \(A/A_0=1-3|\mathbf p|/4k_F+\dots\). The integrand then has a term of degree \(-1\) and an \(h^2\) error, of which \(4/7\) survives. A smooth model with only this feature is \(A=(1-\gamma p)e^{-\sigma p^2}\), for which \(I=1/\sqrt{\pi\sigma}-(2\gamma/\pi)\int_0^\infty p\,e^{-\sigma p^2}dp=1/\sqrt{\pi\sigma}-\gamma/\pi\sigma\). Expanding the Gaussian and applying (7) term by term gives the asymptotic series

\[ S_h[D]-I[D]=\frac{4\pi}{\Omega_s}\Big[-(\alpha-\sigma)-\gamma\sum_{j\ge0}\frac{(-\sigma)^j}{j!}Z(2j-1)\,h^{2j-1}\Big], \tag{8} \]

with orders \(h^3\) and \(h^2,h^4,h^6,\dots\). A real metal has further errors from the Fermi surface in the k average and from the singularity at \(2k_F\), which this model omits. Choosing \(c=-1/3\) would cancel \(h^2\), but with weights \(4/3\) and \(-4/3\) and with the \(h^3\) term multiplied by \(1-c+8c=-4/3\).

## The procedure

For every pair of grid vector and reciprocal vector, form the integers \(n_i\) of \(\mathbf q+\mathbf G\) in the basis \(\mathbf b_i/N\). Give the term weight zero if all three are even and \(8/7\) otherwise. Accumulate \(4\pi A/p^2\) and \(4\pi A_0e^{-\alpha p^2}/p^2\) with these same weights, subtract the second from the first, divide by \(\Omega_s\), and add \(A_0/\sqrt{\pi\alpha}\). No \(-\alpha\) correction is added for the origin. The width \(\alpha\) must be large enough for the Gaussian to have decayed at the plane-wave cutoff and small enough for \(\operatorname{erfc}(R/2\sqrt\alpha)\) to be negligible on the half-size supercell.

## Hydrogen molecules on a tetragonal lattice

One H\(_2\) molecule with bond length 0.74 Å along \(c\) is placed in each tetragonal cell with \(a=4\) Å, \(c=5\) Å, \(\Omega=80\) Å\(^3\), at the RHF/STO-3G level, with overlap between molecules neglected. The occupied orbital \(\varphi\) is the symmetric combination of the two 1s functions. Then \(a(\mathbf r)\) is the autocorrelation of \(\rho=\varphi^2\), \(A=|\hat\rho|^2\), \(A_0=1\), and \(M_{ab}=\langle r_ar_b\rangle\) about the centre, since the autocorrelation has twice the covariance of \(\rho\). The two spins give \(E_x=-I\), with \(I\) the two-electron integral \((\varphi\varphi|\varphi\varphi)\), evaluated analytically:

\[ E_x=-18.361044\ \text{eV}=-0.67475593\ \text{hartree}. \]

All errors below are absolute errors of \(E_x\) against this value, so they are minus the terms of (5) and (6). The digits belong to this model and measure its quadrature, not the hydrogen crystal. In the aug-cc-pVTZ basis \(E_x\) is \(-17.927\) eV, and \(M_{xx}\), \(Q_2\), \(Q_4\) become 0.2182 Å\(^2\), 0.1343 Å\(^2\), 0.037 Å\(^4\) in place of the values given below. The neglected overlap, estimated by orthogonalizing the frozen orbitals pair by pair over the four nearest shells, shifts \(E_x\) per cell by about \(-0.4\) meV in STO-3G and \(-3\) meV with diffuse s and p functions, more than the extrapolated errors listed below for \(N\ge2\).

By the Gaussian product rule \(\rho\) is a finite sum of spherical Gaussians with weights \(w_k\), exponents \(\zeta_k\) and centres \(z_k\) on the axis. The autocorrelation is a sum of Gaussians centred at \(d=z_k-z_{k'}\) with exponent \(\mu=\zeta_k\zeta_{k'}/(\zeta_k+\zeta_{k'})\). The average of the harmonic polynomial \(r^lP_l\) over a spherical distribution is its value at the centre, so \(Q_l=\sum w_kw_{k'}d^{\,l}\). Each Gaussian has potential \(\operatorname{erf}(\sqrt\mu\,s)/s\) at distance \(s\), so the penetration is the explicit sum of \(-w_kw_{k'}\operatorname{erfc}(\sqrt\mu\,s)/s\), plus \(\operatorname{erfc}(R/2\sqrt\alpha)/R\) from the auxiliary function, and here the multipole series converges because \(|d|<R\). The moments are \(M_{xx}=0.19232\), \(M_{zz}=0.28548\), \(\operatorname{tr}M/3=0.22338\) Å\(^2\), \(Q_2=2(0.28548-0.19232)=0.18632\) Å\(^2\), \(Q_4=0.07593\) Å\(^4\), \(Q_6=0.03652\) Å\(^6\). The lattice constants \(\xi\), \(T_l\) and \(Z\) come from direct summation with an error-function cutoff \(g\) that is flat at the origin, with the integral subtracted for the isotropic sums: \(\xi a=-2.58808\), \(T_2a^3=-1.10104\), \(T_4a^5=2.13355\), \(T_6a^7=-1.05355\). The grid sums are direct sums over \(\Lambda\) of the analytic \(A\).

With \(\alpha=0.25\) Å\(^2\) the analytic term \(1/\sqrt{\pi\alpha}\) is 16.248260 eV, which corresponds to the Coulomb factor \(e^2=16.248260\sqrt{\pi/4}=14.3996\) eV Å that restores units. The coefficients of the error of \(E_x\) are

- \(N^{-1}\): \(2.58808\times14.3996/4=9.31684\) eV, that is 9316.84 meV;
- \(N^{-3}\), auxiliary: \(4\pi\times0.25\times14.3996/80\), giving 565.473 meV;
- \(N^{-3}\), spread: \(-4\pi\times0.22338\times14.3996/80\), giving \(-505.25\) meV;
- \(N^{-3}\), quadrupole: \(0.18632\times1.10104\times14.3996/4^3\), giving 46.157 meV;
- \(N^{-5}\): \(-0.07593\times2.13355\times14.3996/4^5\), giving \(-2.278\) meV;
- \(N^{-7}\): \(0.03652\times1.05355\times14.3996/4^7\), giving 0.0338 meV.

At \(N=4\) the naive sum is in error by 2322.0 meV, which is \(9316.84/4+(46.157-505.253)/64=2329.21-7.17\). The \(8/7\) weights alone give 1996.5 meV, which is \(6/7\) of 2329.21, and at \(N=8\) the surviving fraction is 0.857143. With the auxiliary function the errors in meV are

| \(N\) | subtracted | \(\alpha\) patch | average patch | extrapolated |
|---|---|---|---|---|
| 2 | 13.226 | −57.458 | 5.699 | 0.23869 |
| 3 | 3.9305 | −17.013 | 1.7002 | 0.031882 |
| 4 | 1.6599 | −7.1756 | 0.7190 | 0.0075925 |
| 6 | 0.49219 | −2.1257 | 0.21340 | 0.0010024 |
| 8 | 0.20770 | −0.89674 | 0.09008 | 0.00023808 |

The three \(N^{-3}\) pieces add to \(565.473-505.253+46.157=106.377\) meV, and at \(N=4\) the series gives \(106.377/64-2.278/1024=1.6621-0.0022=1.6599\) meV. Restoring the known \(\alpha\) term makes the result worse here, \(-7.18\) against \(1.66\) meV, because the auxiliary piece, \(565.473\,(\alpha/0.25\ \text{Å}^2)\) meV, has the opposite sign to the sum of the other two, \(46.157-505.253=-459.096\) meV, which is what the patch leaves for any \(\alpha\). At order \(N^{-3}\) the three pieces cancel at \(\alpha=0.203\) Å\(^2\), and the patch is worse than no patch for \(0<\alpha<0.406\) Å\(^2\). The size of the subtracted error thus depends on the choice of \(\alpha\). With \(\alpha=0.5\) Å\(^2\) the subtracted error rises by another \(565.473/64=8.836\) to 10.495 meV, while the extrapolated error stays at 0.0075925 meV. The angular-average patch leaves \(46.157/64-0.0022=0.7190\) meV, the quadrupole of the hole seen from its images.

For the extrapolated column at \(N=4\), (6) gives \((24/7)(2.27808/1024)-(120/7)(0.03381/16384)=0.0076275-0.0000354=0.007592\) meV, and

\[ E_x^{\rm ext}(N=4)=-18.361037\ \text{eV}=-0.67475565\ \text{hartree}, \]

in error by \(4\times10^{-7}\) relative to \(|E_x|\). From \(N=4\) to \(N=8\) the error falls by \(0.0075925/0.00023808=31.9\), an observed order of 4.995. At \(N=8\) the error divided by the \(N^{-5}\) term is \(-3.4246\) against \(-24/7=-3.4286\), and the difference is the \(N^{-7}\) term, \((120/7)(0.03381/2.27808)/64=0.0040\). The odd grid \(N=3\) follows the same series, \(0.032142-0.000265=0.031877\) meV from \(l=4,6\) alone, against the computed 0.031882 meV. At \(N=2\) the half-size supercell is the primitive cell, whose penetration error is 0.00747 meV. What remains of the extrapolated error after subtracting the multipole terms is \(-0.001067\) meV, which is \(-1/7\) of it. In this dilute model that term is small beside the \(l=4\) contribution of \((24/7)(2.27808/32)=0.244\) meV, partly because the STO-3G tails are short. With the s and p functions of aug-cc-pVTZ the penetration error of the primitive cell is 0.087 meV, and the imported \(-0.012\) meV is a tenth of the \(l=4\) term, which is then 0.125 meV.

In a cubic cell with \(a=4\) Å the sums are \(\xi a=-2.83730\) and \(T_4a^5=3.10823\), and \(T_2\) vanishes. At \(N=4\) the angular-average patch has the error \(-0.00324\) meV, which is \(-0.07593\times3.10823\times14.3996/4^{10}\) eV, and the extrapolation has \(+0.01113\) meV, larger by about \(24/7\). When \(T_2=0\) and \(\operatorname{tr}M\) is known, patching is the more accurate scheme in this model. To this order the angular-average patch leaves \(Q_2T_2/N^3+Q_4T_4/N^5\), so the extrapolation beats it when the magnitude of this sum exceeds \(\tfrac{24}{7}|Q_4T_4|/N^5\), as in the tetragonal cell. If the full \(M\) is known, \(Q_2T_2/N^3\) can be subtracted as well, which leaves the unamplified \(N^{-5}\) term, about \(-0.0022\) meV at \(N=4\) in the tetragonal cell. The advantage of the extrapolation is that it needs neither \(M\) nor \(T_2\).

For the cusp model take \(\gamma=0.5\) Å, \(\sigma=1\) Å\(^2\), the tetragonal cell, \(\alpha=0.25\) Å\(^2\) and \(N=8\), and quote errors of \(I\), whose exact value is \(14.3996(1/\sqrt\pi-0.5/\pi)=5.83236\) eV. Here \(h=2\pi/32\) Å\(^{-1}\), the fixed lattice has spacings \((1,1,a/c)\), its sums are \(Z(-1)=-3.00477\), \(Z(1)=-0.25530\), \(Z(3)=0.03730\), and the prefactor is \(4\pi\times14.3996/(512\times80)=4.4177\) meV Å\(^{-2}\). The terms of (8) are \(4.4177\times0.5\times3.00477/h=33.803\) meV at order \(h^2\), \(4.4177\times0.75=3.313\) meV at \(h^3\), \(-4.4177\times0.5\times0.25530\,h=-0.1107\) meV at \(h^4\), and \(-4.4177\times0.25\times0.03730\,h^3=-0.0003\) meV at \(h^6\). They add to 37.005 meV, the error of the subtracted grid sum. With the factors (3) they become \(19.316+0+0.1266+0.0025=19.445\) meV, the error of the extrapolated sum, which is 0.575 of the \(h^2\) term. For this cusp the weights reduce the error by about half and leave its order at \(h^2\).
